# Melting-point depression of a 10 nm tin particle

## Problem

Very fine solder powders are of interest because small particles melt at a lower temperature than the bulk metal. For a "10 nm tin particle" a depression of 13 K is quoted, without saying whether 10 nm is the radius or the diameter. Take these data for pure tin:

- solid-liquid interface energy $\gamma = 0.055$ J/m²
- molar volume of the solid $V_s = 16.3$ cm³/mol
- molar heat of fusion $\Delta H = 7.03$ kJ/mol
- bulk melting point $T_m = 505$ K

Model the particle as a solid sphere of radius $r$ surrounded by its own melt. The melt is at ordinary pressure, the interface is sharp and isotropic, the solid is incompressible, and $\gamma$ and $\Delta H$ are constants.

(a) Find the difference in chemical potential between liquid and solid at a temperature $T$ near $T_m$, both phases being at the same pressure.

(b) Find the temperature $T(r)$ at which the sphere is in equilibrium with the melt.

(c) Decide whether this equilibrium is stable, and say why $T(r)$ may be called a melting temperature.

(d) Evaluate the depression $\Delta T = T_m - T(r)$ for both readings of "10 nm". Which one belongs to the quoted 13 K?

(e) Estimate how far the neglected effects move the result.

## Hints

**For (a).** Differentiate $\mu/T$ with respect to $T$ at constant pressure. The entropy drops out and the enthalpy remains. The two chemical potentials are equal at $T_m$, which fixes the constant of integration.

**For (b).** Write the free energy of the system with the sphere, relative to the same amount of tin as melt. One term grows as the volume, the other as the area. Equilibrium means that the sum is stationary in $r$.

**For (c).** Look at the sign of the slope of the free energy when the temperature is slightly above $T(r)$. Then ask what happens to that sign as the sphere shrinks.

**For (d).** Collect all material constants into one number with the unit K nm.

**For (e).** The depression is proportional to $\gamma$, so begin there. Then ask what pressure the outer surface of a free droplet exerts, and how tin responds to pressure when it expands on melting.

## Solution

### (a) The driving force

For one mole of a pure phase, $\mu = h - Ts$ and $(\partial\mu/\partial T)_p = -s$, where $h$ and $s$ are the molar enthalpy and entropy. Hence

$$\frac{\partial}{\partial T}\left(\frac{\mu}{T}\right)_p = -\frac{s}{T} - \frac{\mu}{T^2} = -\frac{Ts+\mu}{T^2} = -\frac{h}{T^2}.$$

Define $\Delta\mu = \mu_{\rm liquid} - \mu_{\rm solid}$. Subtracting the equation for the solid from that for the liquid gives

$$\frac{d}{dT}\left(\frac{\Delta\mu}{T}\right) = -\frac{\Delta H}{T^2}.$$

Integrate from $T$ to $T_m$, where $\Delta\mu = 0$:

$$0 - \frac{\Delta\mu(T)}{T} = -\Delta H\int_T^{T_m}\frac{dt}{t^2} = -\Delta H\left(\frac1T - \frac1{T_m}\right).$$

Multiplying by $-T$,

$$\Delta\mu(T) = \Delta H\left(1 - \frac{T}{T_m}\right) = \Delta H\,\frac{T_m - T}{T_m}.$$

Below $T_m$ this is positive: the liquid has the higher chemical potential, and bulk liquid would gain by freezing. With constant $\Delta H$ the law is linear in $T$ without any expansion in small $T_m - T$.

### (b) The equilibrium temperature

The sphere contains $4\pi r^3/(3V_s)$ moles. Each mole lowers the free energy by $\Delta\mu$ relative to melt, while the interface costs $\gamma$ per unit area. With the surroundings at fixed temperature and pressure, the relevant free energy is therefore

$$G(r) = -\frac{4\pi r^3}{3V_s}\,\Delta\mu + 4\pi r^2\gamma .$$

Its slope is

$$\frac{dG}{dr} = -\frac{4\pi r^2}{V_s}\,\Delta\mu + 8\pi r\gamma = \frac{4\pi r^2}{V_s}\left(\frac{2\gamma V_s}{r} - \Delta\mu\right).$$

For $r>0$ it vanishes when

$$\Delta\mu = \frac{2\gamma V_s}{r}.$$

Inserting the result of (a) gives $\Delta H\,\Delta T/T_m = 2\gamma V_s/r$, so that

$$\boxed{\Delta T = T_m - T(r) = \frac{2\gamma V_s T_m}{\Delta H\, r}}$$

This is the Gibbs-Thomson relation for the sphere.

The same condition can be read mechanically if the interface is treated like a liquid surface, whose tension equals its energy $\gamma$. In a real crystal the interface stress can differ from $\gamma$. The pressure inside is then different, but the equilibrium condition derived from $G(r)$ still holds to leading order. In the liquid-like picture, if the sphere grows by a volume $dV = 4\pi r^2dr$, its area grows by $dA = 8\pi r\,dr$. The excess pressure $P$ inside the solid must supply the work of making new interface, $P\,dV = \gamma\,dA$, hence

$$P = \gamma\frac{dA}{dV} = \frac{2\gamma}{r}.$$

Since $(\partial\mu/\partial p)_T$ is the molar volume, this pressure raises the chemical potential of the incompressible solid by $V_sP = 2\gamma V_s/r$. Equilibrium requires this rise to make up the difference $\Delta\mu$, which is the condition found above. The molar volume in the formula is that of the solid, because $4\pi r^3/(3V_s)$ counts the moles in the solid sphere.

### (c) Stability

The second derivative is

$$\frac{d^2G}{dr^2} = -\frac{8\pi r}{V_s}\,\Delta\mu + 8\pi\gamma .$$

At the stationary point $\Delta\mu = 2\gamma V_s/r$, and this becomes $-16\pi\gamma + 8\pi\gamma = -8\pi\gamma$, which is negative. The free energy has a maximum there, so the equilibrium is unstable.

Suppose now that a sphere of radius $r$ is slightly hotter than $T(r)$. Then $\Delta\mu$ is smaller than $2\gamma V_s/r$, and the slope $dG/dr$ is positive: the sphere lowers $G$ by shrinking. As it shrinks at fixed temperature, $2\gamma V_s/r$ increases while $\Delta\mu$ stays the same, so the slope remains positive and melting runs to completion. If the sphere is slightly colder than $T(r)$, the slope is negative and it grows into the melt.

This is why $T(r)$ is the melting temperature of a solid sphere that is already in contact with liquid. It is not the temperature at which a liquid droplet freezes. A droplet without any solid must first form a crystal, and small crystals are on the side of the maximum where they shrink.

### (d) The numbers

The material constants combine into a length,

$$\frac{\gamma V_s}{\Delta H} = \frac{0.055\ \text{J/m}^2 \times 16.3\times10^{-6}\ \text{m}^3/\text{mol}}{7030\ \text{J/mol}} = 0.1275\ \text{nm},$$

and the depression is

$$\Delta T = \frac{C}{r},\qquad C = 2\times 0.1275\ \text{nm}\times 505\ \text{K} = 128.8\ \text{K nm}.$$

For the two readings of "10 nm":

- radius 10 nm: $\Delta T = 128.8/10 = 12.9$ K, melting at 492 K
- diameter 10 nm, so $r = 5$ nm: $\Delta T = 128.8/5 = 25.8$ K, melting at 479 K

With these data and this model, the quoted 13 K therefore belongs to a **radius** of 10 nm. The assignment is no firmer than the model: a free particle of diameter 10 nm with a vanishing liquid skin (Variation 1) and a $\gamma$ lower by 20 percent would give about 14 K. For a diameter of 10 nm the same data give 26 K, twice as much. In terms of the diameter $d$ the law reads $\Delta T = 2C/d$.

As a check on the larger particle, find the root of $dG/dr = 0$ numerically, with the slope taken from finite differences of $G$ and the driving force from quadrature of the equation in (a). This gives 12.88 K, in agreement with the formula. The intermediate values also fit together. In the mechanical picture of (b), the excess pressure in the solid is

$$P = \frac{2\times0.055\ \text{J/m}^2}{10^{-8}\ \text{m}} = 11.0\ \text{MPa},$$

and multiplied by $V_s$ it gives 179.3 J/mol. The thermal side gives the same: $7030\times 12.88/505 = 179.3$ J/mol. A shift of 2.6 percent in chemical potential, relative to the heat of fusion, lowers the melting point by 2.6 percent of $T_m$.

Two limits show the range of the law. For large $r$ the depression vanishes as $1/r$. At $r = 10$ µm, a size closer to ordinary solder powder, it is about 0.013 K. For small $r$ the formula would bring the melting point to absolute zero at $r = 2\gamma V_s/\Delta H \approx 0.26$ nm. That is an atomic size, at which a sharp interface and a bulk heat of fusion have lost their meaning. The particle of radius 10 nm contains about $1.55\times10^5$ atoms, so a continuum description is a reasonable start.

### (e) How good is the estimate?

All shifts below refer to a radius of 10 nm and to the value 12.9 K. The parameters that produce them are rough typical values.

**Interface energy.** Since $\Delta T\propto\gamma$, an uncertainty of 20 percent in $\gamma$ gives $\pm 2.6$ K. This alone makes the decimals of 12.9 K meaningless as a prediction.

**Curvature dependence of $\gamma$.** Let the interface energy be $\gamma(1-2\delta/r)$, with a length $\delta$. The area term becomes $4\pi\gamma(r^2-2\delta r)$, with slope $8\pi\gamma(r-\delta)$. The depression is multiplied by $1-\delta/r$. For $\delta = 0.2$ nm this is a change of $-0.26$ K; for the opposite sign of $\delta$ the change is reversed.

**Thermal expansion.** If 16.3 cm³/mol is taken as a room-temperature value, the solid is somewhat less dense at its melting point. A linear expansion coefficient of $23\times10^{-6}$ K⁻¹ acting over 207 K increases the volume by $3\times23\times10^{-6}\times207 = 1.4$ percent, which adds about 0.18 K if the radius is that of the hot particle (0.17 K when the expansion is taken only up to 492 K). If 10 nm is the radius at room temperature, the radius expands too, and the net shift is about 0.12 K.

**Heat capacity.** If the liquid's heat capacity exceeds the solid's by $\Delta C_p$, the entropy of fusion at $t<T_m$ is, to first order, $\Delta H/T_m - \Delta C_p(T_m-t)/T_m$. Integrating it from $T$ to $T_m$ gives

$$\Delta\mu \approx \frac{\Delta H\,\Delta T}{T_m} - \frac{\Delta C_p\,\Delta T^2}{2T_m}.$$

To restore the required $\Delta\mu$, the depression must increase by about $\Delta C_p\,\Delta T^2/(2\Delta H)$. For a difference of 2 J/(mol K) this is 0.02 K. That value only sets the scale: assessed data for tin give a difference of about $-1$ J/(mol K) at $T_m$, for which the depression decreases by about 0.01 K.

**Compressibility.** The mean volume of the solid during compression is smaller by the fraction $P/(2K)$, where $K$ is its bulk modulus. With $K = 55$ GPa the fraction is $10^{-4}$, and the depression decreases by about 0.001 K. This assumes an interface stress equal to $\gamma$; a stress of 0.5 J/m² would lower the depression by about 0.04 K.

**Outer surface.** A free particle is not immersed in a large melt. If it carries a liquid skin, the outer surface of the skin puts the whole particle under pressure. Variation 1 shows that this takes about 3 K off the depression when the skin is very thin. It is the largest of the neglected effects sized here, and comparable to the uncertainty from $\gamma$.

**Beside a real solder.** The input data are of the usual size for tin, but three assumptions need care in practice. First, many solders are alloys: tin with a few percent of silver and copper begins to melt near 490 K, so alloying alone shifts the melting point by roughly 15 K, as much as the size effect for a radius of 10 nm. Second, tin particles exposed to air carry an oxide shell. The shell replaces the liquid surface and can resist the expansion on melting. By the estimate in Variation 1, each 100 MPa of pressure on all the metal inside the shell, solid and liquid alike, reduces the depression by about 3 K; the pressure that a given shell exerts is not predicted here. Third, particles that touch can merge, and the depression falls as the radius grows. The depression of 13 K is therefore available only while the particles stay small.

## Variation 1: a free particle with a liquid skin

*A solid core of radius $r$ is covered by liquid out to radius $R = 10$ nm. The liquid surface energy is $\gamma_{lv} = 0.55$ J/m², and tin expands by 2.5 percent on melting (both rough values). Find the depression for a vanishing skin and for a skin of 1 nm.*

Assume that the liquid wets the solid and that the two surfaces of the skin do not interact. Let $n_s$ be the number of moles of solid, at a fixed total amount $n$ of tin. The total volume is $n_sV_s + (n-n_s)V_l$, where $V_l$ is the molar volume of the liquid, so it changes by $(V_s-V_l)\,dn_s$ when $dn_s$ moles freeze. For any sphere $dA = (2/\text{radius})\,dV$. The inner interface thus changes by $(2/r)V_s\,dn_s$ and the outer surface by $(2/R)(V_s-V_l)\,dn_s$. Stationary free energy requires

$$0 = \frac{dG}{dn_s} = -\Delta\mu + \frac{2\gamma V_s}{r} - \frac{2\gamma_{lv}}{R}(V_l-V_s),$$

and with $\Delta\mu = \Delta H\,\Delta T/T_m$,

$$\Delta T = \frac{T_m}{\Delta H}\left[\frac{2\gamma V_s}{r} - \frac{2\gamma_{lv}(V_l-V_s)}{R}\right].$$

The second term is the effect of the pressure $2\gamma_{lv}/R = 110$ MPa, which acts on both phases. It favours the denser one, the solid, and so raises the melting point. With $V_l - V_s = 0.025\times16.3 = 0.41$ cm³/mol it amounts to 45 J/mol, or 3.2 K. This is the source of the 3 K per 100 MPa used above.

For a vanishing skin, $r\to R$, the depression is $12.9-3.2 = 9.7$ K. For a 1 nm skin the core has $r = 9$ nm, and the depression is $128.8/9 - 3.2 = 11.1$ K. At fixed $R$ a thicker skin means a smaller core and a larger depression. The answer for a free particle therefore depends on how much of it is already liquid. The vanishing skin is a formal limit, since a real skin cannot be thinner than an atomic layer.

If the densities were equal, the second term would vanish. The outer surface would then have no influence, however large its energy, because its area would not change on melting.

## Variation 2: equal free energies instead of lost stability

*Define the transition temperature as the one at which a wholly solid and a wholly liquid particle have the same free energy. Find the depression for a radius $R = 10$ nm, and decide whether a heated particle melts there.*

Assume equal densities, so that both particles have radius $R$, and assume that the energies of the solid and the liquid surface differ by $\gamma_{sv}-\gamma_{lv} = \gamma$. The free energy of the solid particle relative to the liquid one is then $G(R)$ from part (b). Setting it to zero gives

$$\frac{4\pi R^3}{3V_s}\,\Delta\mu = 4\pi R^2\gamma \quad\Longrightarrow\quad \Delta\mu = \frac{3\gamma V_s}{R}, \qquad \Delta T = \frac{3\gamma V_sT_m}{\Delta H\,R} = 19.3\ \text{K}.$$

The factor 3 replaces the factor 2 because total energies are compared here, whereas part (b) compares their changes as a thin layer melts. The assumption of equal densities matters: with the expansion and $\gamma_{lv}$ of Variation 1 the same comparison gives about 16 K.

Let melting proceed evenly from the surface inward, through states with a solid core of radius $x<R$ inside a liquid shell. Inserting $\Delta\mu = 3\gamma V_s/R$ into $G(x)$ gives

$$G(x) = 4\pi\gamma\left(x^2 - \frac{x^3}{R}\right).$$

The slope vanishes when $2x = 3x^2/R$, that is at $x = 2R/3$. The height there is

$$G\!\left(\tfrac{2R}{3}\right) = 4\pi\gamma R^2\left(\frac49-\frac{8}{27}\right) = \frac{16\pi\gamma R^2}{27} = 1.0\times10^{-17}\ \text{J}.$$

This is about 1500 times $k_BT$. Along this path, thermal crossing is negligible: the heated particle stays solid at 19.3 K below $T_m$, although the liquid already has the same free energy.

On further heating $\Delta\mu$ falls, and the maximum, at $x = 2\gamma V_s/\Delta\mu$, moves outward. It reaches the surface $x = R$ when $\Delta\mu = 2\gamma V_s/R$, which is the condition of part (b), at a depression of 12.9 K. The barrier to melting is then gone. Within this model 12.9 K therefore marks the end of the solid's metastability on heating. Because the barrier shrinks continuously to zero, thermal fluctuations can carry the particle across somewhat earlier: the barrier is 40 $k_BT$ at a depression of 13.7 K and 25 $k_BT$ at 13.5 K. Its top then lies at a skin of only 0.5 to 0.6 nm, where a sharp interface is a crude picture.

The main values on this sheet are collected in the numerical output below.

## Calculated quantities

```
Interface energy: 0.055 J/m2
Molar volume of solid: 16.3 cm3/mol
Fusion heat: 7.03 kJ/mol
Bulk melting point: 505 K
Length gamma*V_s/H_f: 0.1275 nm
Constant C in depression = C/radius: 128.8 K nm
Depression, radius 5 nm (diameter 10 nm): 25.76 K
Depression, radius 10 nm (diameter 20 nm): 12.88 K
Depression, radius 20 nm (diameter 40 nm): 6.44 K
Same, from free-energy root, radius 10 nm: 12.88 K
Melting temperature, radius 10 nm: 492.1 K
Melting temperature, diameter 10 nm: 479.2 K
All further lines: radius 10 nm
Driving force at melting: 179.3 J/mol
Excess pressure in solid: 11.0 MPa
Atoms in particle: 1.55e+05
Depression for equal total free energies: 19.32 K
Barrier there: 1.02e-17 J
Barrier there over k_B T: 1527
Rough liquid surface energy: 0.55 J/m2
Rough expansion on melting: 2.5 percent
Pressure from outer liquid surface: 110 MPa
Depression, vanishing liquid skin: 9.66 K
Change due to outer surface: -3.22 K
Depression, 1 nm skin inside outer radius 10 nm: 11.09 K
Rough uncertainty of gamma: 20 percent
Resulting uncertainty: +/- 2.58 K
Rough curvature length: 0.2 nm
Change for positive curvature length: -0.26 K
Rough linear thermal expansion: 23 1e-6/K
Change from expansion, 298 K to melting: 0.18 K
Rough heat-capacity difference: 2.0 J/(mol K)
Change from heat capacity: 0.024 K
Rough bulk modulus: 55 GPa
Size of compressibility effect: 0.0013 K
```
